The Dipole Correction for Periodic Slabs: Potential, Energy and Forces

**1. What symmetry and dimensions fix**

A slab that is periodic in x and y is often computed with a program that is periodic in z as well. The slab is then repeated with period c along its normal. If its two faces differ, it carries a dipole per area m, and the requirement that the potential be periodic in z then produces a spurious field. The aim is to recover the single slab.

Let ρ(z) be the charge density averaged over x and y, with nuclei counted positive. Assume that the slab is neutral and that ρ vanishes near the cell boundaries. Inside one cell, the periodic and the isolated problem have the same ρ and so obey the same Poisson equation. The difference of their averaged fields has no source in the cell. It is a uniform field F along z.

Since electrostatics is linear, F is linear in ρ:

F = ∫ f(z) ρ(z) dz

with some smooth weight f that does not depend on ρ. Shifting the slab by a within its cell cannot change F, so

∫ [f(z+a) − f(z)] ρ(z) dz = 0

for every neutral ρ. The bracket must then be independent of z, which makes f a linear function, f = kz + constant. The constant drops out by neutrality, and F = km with

m = ∫ z ρ(z) dz.

In Gaussian-type units, a field is charge/length² and m is charge/length, so k is an inverse length. The slab thickness cannot enter, because k is the same for all ρ. The one length left is c. Hence

F = (number) × m/c.

The number turns out to be 4π, with a plus sign.

**2. Conventions and the isolated slab**

Hartree atomic units are used. V is the electrostatic potential and E = −dV/dz the field; an electron has potential energy −V. The cell has lateral area A, height c and volume Ω = Ac. If the third cell vector is tilted, c is the height Ω/A. The total normal dipole in the cell is M = mA.

Averaging the Poisson equation over x and y removes the lateral second derivatives, since V is periodic in those directions:

V″(z) = −4πρ(z).

A charged sheet σ produces the fields ±2πσ on its two sides. Outside a neutral slab the contributions of all sheets add to zero, so an isolated slab without an applied field has E = 0 on both sides. Its potential may still differ between the sides. With E′ = 4πρ and integration by parts,

V(+∞) − V(−∞) = −∫ E dz = −[zE] + ∫ z E′ dz = 4π ∫ zρ dz = 4πm.

The boundary term vanishes because E is zero outside the slab. The potential is higher on the side to which the dipole points. An electron is therefore lower in energy in the vacuum on that side, and the work function there is smaller by 4πm.

**3. The spurious field**

A plane-wave program solves the Poisson equation with 4πρ(G)/G² and leaves out G = 0. Its potential is periodic, so its mean field over the cell is zero. The isolated slab has the mean field −4πm/c over the same length. Both cannot be right.

Place the cell at −c/2 < z < c/2, with its ends in vacuum, and set D = V_per − V_iso for the same density. Then D″ = 0, so

D(z) = az + b.

Periodicity requires V_per(c/2) = V_per(−c/2). Inserting V_per = V_iso + D gives

0 = V_iso(c/2) − V_iso(−c/2) + ac = 4πm + ac,

so a = −4πm/c, and

V_per(z) = V_iso(z) − 4πmz/c + b.

The spurious field is minus the slope of D:

F = +4πm/c.

It points along the dipole and acts inside the slab as well as in the vacuum. In the vacuum, where the isolated slab has no field, it is the whole averaged field. It falls only as 1/c, so adding vacuum is a slow cure.

The corrected potential is, up to a constant,

V_corr(z) = V_per(z) + 4πmz/c.

Repeated from cell to cell, the added term is a sawtooth. It rises by 4πm through the cell and drops by 4πm at the boundary. By the result of part 2, such a drop is the potential step of a dipole layer −m per area. The correction thus places a compensating dipole layer in the vacuum. The drop must lie where the electron density is negligible. If the slab straddles the cell boundary, z has to be measured continuously through the slab, starting from a cut in the vacuum.

**4. What lateral averaging leaves out**

Let G now be the length of a nonzero lateral wave vector. The corresponding component of the potential obeys

V_G″ − G²V_G = −4πρ_G.

The decaying solution for a source at z′ is (2π/G) exp(−G|z−z′|): its slope jumps by (2π/G)(−2G) = −4π at the source, as required. Put u = z − z′, with both points inside a slab of thickness w < c, so that |u| ≤ w. For a third cell vector along the normal (a tilt multiplies the terms by phase factors and leaves the size bound below unchanged), the images at distances nc ± u, n = 1, 2, …, add

(2π/G) Σₙ [exp(−G(nc−u)) + exp(−G(nc+u))]
= (2π/G) · 2cosh(Gu) / [exp(Gc) − 1].

This is of order exp[−G(c−w)] or smaller. The dipole correction removes the 1/c error of part 3 and leaves this exponential interaction between slabs. For a square surface cell of side L, the smallest G is 2π/L. A wide surface cell therefore needs more vacuum if its charge varies on the scale of L.

The point-charge calculation in the numerical check shows both parts. Three charges with M = 1.7 e·bohr in a cell with L = 6 bohr and c = 20 bohr have an energy difference between single layer and crystal of 0.02522 Ha, equal to the correction derived in the next part to all printed digits. For shorter cells a remainder is visible. Between c = 12 and 14 bohr it decays at the rate 1.0465 bohr⁻¹, against 2π/L = 1.0472 bohr⁻¹.

**5. Energy**

The electrostatic energy per cell is ½∫ρV d³r. Self-energies of point nuclei are left out in the same way in both problems. For one and the same density, and apart from the exponential terms of part 4,

E_per − E_iso = ½A ∫ ρ(z) [−4πmz/c + b] dz
= −2πm²A/c.

The constant b drops out by neutrality. Since m = M/A, we have m²A/c = M²/(Ac) = M²/Ω, and so

E_iso = E_per + 2πM²/Ω.

The periodic energy is too low: each slab sits in a field parallel to its own dipole. That field is not the sum of the fields of the copies, each of which vanishes outside its slab by part 2; it is imposed by the periodicity of the potential. The factor ½ is present because the field 4πM/Ω is proportional to the slab's own dipole: building the dipole up from zero gives −∫(4πM′/Ω) dM′ = −2πM²/Ω. A dipole in a field F fixed from outside has the energy −FM, without the ½.

The kinetic energy, and exchange and correlation in a local or semilocal functional, do not depend on the electrostatic boundary condition at given orbitals. They need no correction as long as neighbouring slabs do not overlap.

**6. Why the potential has no factor ½**

A self-consistent calculation should minimize the corrected energy

E[n] = E_per[n] + 2πM[n]²/Ω,

where n is the electron number density and

M[n] = Σ_I Z_I z_I − ∫ z n(r) d³r.

With pseudopotentials, Z_I is the ionic charge that remains after the core electrons are removed. A small change of n changes M by −∫ z δn d³r. The chain rule gives

δ(2πM²/Ω)/δn(r) = (4πM/Ω)(−z) = −4πmz/c,

because M/Ω = m/c. This is the electron's potential energy in the added potential +4πmz/c of part 3. The energy with its ½ and the potential without it belong together, and at convergence m must be the dipole of the final density; updating m in every cycle is the simplest way to ensure this.

Care is needed if the total energy is assembled from the sum of occupied orbital energies. That sum contains the correction potential in full:

∫ n(−4πmz/c) d³r = (4πM/Ω)(M − M_ion), with M_ion = Σ_I Z_I z_I,

since −∫ zn d³r = M − M_ion. The required contribution is 2πM²/Ω. The term to be added to the orbital sum, besides the usual double-counting terms, is the difference

2πM²/Ω − (4πM/Ω)(M − M_ion) = (2πM/Ω)(2M_ion − M).

**7. Forces**

Move ion I along z. The corrected energy changes explicitly and through the density. At self-consistency, the energy is stationary under changes of the orbitals that preserve their orthonormality, so the second contribution vanishes. This assumes a basis that does not move with the ions; otherwise the usual basis-set terms must be evaluated with the corrected potential. The explicit part of the new term is

F_I,corr = −∂(2πM²/Ω)/∂z_I = −(4πM/Ω) ∂M/∂z_I = −4πmZ_I/c.

This is the charge Z_I times the field −4πm/c that cancels the spurious one. The x and y components receive no explicit correction.

This formula belongs to the density that minimizes the corrected energy. To see what goes wrong otherwise, consider an uncorrected run. Its energy does not change when the whole slab is shifted, so its forces on the ions add to zero. Adding −4πmZ_I/c to each of them afterwards would leave the net force

−(4πm/c) Σ_I Z_I,

which cannot be right for an isolated neutral slab. What is missing is the change of the electron density, which matters for the forces at the same order, 1/c. In the corrected run, the electrons have adjusted to the corrected field, and the complete forces add to zero because the corrected energy is also unchanged by a shift.

**8. The dipole responds to the spurious field**

In an uncorrected run, the spurious field polarizes the slab and the larger dipole strengthens the field. Let e(m) be the lowest energy per area of the isolated slab when its dipole is held at m. Near the free value m₀, to second order,

e(m) = e₀ + (m − m₀)²/(2α).

The meaning of α follows from adding an external field F_ext. Minimizing e(m) − F_ext m gives m = m₀ + αF_ext, so α is the polarizability per area. It has the dimension of a length.

By part 5, the uncorrected run minimizes e(m) − 2πm²/c, apart from exponential terms. Setting the derivative to zero gives

(m − m₀)/α = 4πm/c,

m_per = m₀/(1 − 4πα/c).

The field is therefore

4πm_per/c = 4πm₀/(c − 4πα).

For the energy, insert m_per − m₀ = 4παm_per/c:

e_per − e₀ = (α/2)(4πm_per/c)² − 2πm_per²/c
= −(2πm_per²/c)(1 − 4πα/c)
= −2πm₀²/(c − 4πα).

The stationary point is a minimum if 1/α − 4π/c > 0, that is, if c > 4πα.

The length 4πα has a simple meaning for a perfect conductor of thickness w. An external field F_ext induces the surface charges ±F_ext/(4π), hence the dipole F_ext w/(4π) per area, and 4πα = w. The denominator c − 4πα is then the width of the vacuum.

One may also run without correction and add 2πm_per²/c to the final energy. This yields e(m_per), the energy of an isolated slab with the wrong dipole. Its error is

e(m_per) − e₀ = (m_per − m₀)²/(2α) = 8π²αm₀²/(c − 4πα)².

It is positive and falls as 1/c² for large c, whereas the uncorrected error falls as 1/c. The self-consistent correction avoids it.

**9. Worked example**

The model slab has two smeared ion sheets, each with 0.015 e/bohr², at z = −1.5 and +1.5 bohr. Each sheet carries a short-range attractive well, 1.0 Ha deep on the left and 0.8 Ha on the right. The 0.03 electrons per bohr² occupy one subband and interact at the Hartree level, without exchange and correlation. Energies refer to a surface cell of 100 bohr², which holds three electrons. The parameters are round numbers and represent no particular material.

The isolated slab, computed with an open-boundary potential, has m₀ = 0.009585 e/bohr. The deeper well draws electrons to the left, so the dipole points to the right. The potential step is

4πm₀ = 0.12045 Ha = 3.28 eV.

The work functions are 17.50 eV on the left and 14.22 eV on the right, and their difference is again 3.28 eV. The uncorrected run at c = 24 bohr has no flat vacuum potential. Reading the potential at the cell edge gives 15.88 eV, which is the work function of neither face. It lies close to their mean, 15.86 eV, because the slab is centred in the cell: by part 3, V_per at z = ±c/2 is the mean of the two vacuum levels plus b, and the linear term is small near z = 0, where the electrons are. For an off-centre slab the reading would differ.

The response to a small external field gives 4πα = 2.719 bohr. For c = 24 bohr, the expected field is

0.12045 / (24 − 2.719) = 0.00566 Ha/(e·bohr).

The uncorrected run shows 0.00566 Ha/(e·bohr) in its vacuum, or 0.29 V/Å. Using the free dipole m₀ instead would give 0.12045/24 = 0.00502 Ha/(e·bohr). The dipole of the uncorrected run is 0.01080 e/bohr, 13% above m₀.

The expected energy error without correction is

−100 × 2π × (0.009585)² / 21.281 Ha = −2.71 mHa per cell,

and the run gives −2.71 mHa. Adding the correction afterwards means adding

100 × 2π × (0.010803)² / 24 Ha = 3.06 mHa,

which leaves +0.34 mHa. These errors are relative to the self-consistently corrected run in the same cell. For the three cell heights they are, in mHa per surface cell:

c = 24 bohr: −2.71 without correction, +0.34 with correction afterwards
c = 36 bohr: −1.73 and +0.14
c = 48 bohr: −1.27 and +0.08

Doubling c from 24 to 48 bohr reduces the first error by a factor of 2.1 and the second by 4.5. The formulas of part 8 give (48 − 2.719)/(24 − 2.719) = 2.13 and its square, 4.53.

The self-consistently corrected energy differs from that of the open-boundary calculation by −0.00007 mHa at all three heights. Since this difference does not change with c, it is not a remaining cell-size effect. It is the grid error of the open-boundary sum, where the kink of |z − z′| is integrated only to fourth order in the grid spacing: halving the spacing of 0.125 bohr reduces it by a factor of 16.

The right ion sheet has the charge 100 × 0.015 = 1.5 e per cell. At c = 24 bohr, its force correction is

−1.5 × 0.12045/24 Ha/bohr = −7.53 mHa/bohr.

The periodic part of the force, evaluated with the corrected density, is −462.63 mHa/bohr, and the sum is −470.16 mHa/bohr. The slope of the corrected total energy gives the same value. The force is large and pulls the sheets together. They were placed at round positions, and the model has no short-range repulsion between them: its energy keeps falling as their separation is reduced from 3 bohr to zero. The force therefore serves as a test of the formula, not as a guide to an equilibrium spacing.

**10. Conditions of use**

The slab must be neutral. For a charged slab, m depends on the choice of origin, and the uniform background that a periodic program adds makes D″ nonzero, so the derivation of part 3 no longer holds.

The vacuum must be wide enough for the electron density to vanish at the cut and for the exponential terms of part 4 to be small. The correction does not replace this vacuum; it removes the slow 1/c error that would remain.

A slab with a mirror plane parallel to its faces, or with an inversion centre, has m = 0 and needs no correction. A dipole parallel to the surface does not enter m either.

The formulas for potential, energy and forces in parts 3 to 7 do not assume a weak response. Those of part 8 do: they describe the uncorrected run to the order at which e(m) is a parabola.

Table of computed values

```
POINT CHARGES
charges [ 1.  -0.6 -0.4] e, side 6.0 bohr, c = 20.0 bohr
heights [ 1.  -0.5 -1. ] bohr, M = 1.700 e bohr
E(layer)-E(crystal) = 0.02522001 Ha
2 pi M^2/volume     = 0.02522001 Ha
force difference, charge 1 = -0.0296706 Ha/bohr
-4 pi M q/volume           = -0.0296706 Ha/bohr
remainder c=12: -6.052e-06 Ha, c=14: -7.462e-07 Ha
decay rate 1.0465, 2 pi/side 1.0472 1/bohr
MODEL SLAB, ISOLATED
ion sheets 0.015 e/bohr^2 each at z = (-1.5, 1.5) bohr
well depths (1.0, 0.8) Ha, well width 1.5 bohr
electrons 0.03 per bohr^2, cell area 100.0 bohr^2
dipole per area m0 = 0.009585 e/bohr
potential step = 0.120447 Ha = 3.2775 eV
4 pi m0        = 0.120447 Ha
work function left  = 17.4954 eV
work function right = 14.2179 eV
uncorrected, c=24, read at cell edge = 15.8848 eV
alpha = 0.21637 bohr, 4 pi alpha = 2.7189 bohr
PERIODIC CELL c = 24 bohr
 m uncorrected = 0.010803, law 0.010809 e/bohr
 vacuum field = 0.005657, 4 pi m/c = 0.005657 Ha/(e bohr)
 vacuum field = 0.2909 V/angstrom
 energy error, none  = -2.7114, law -2.7124 mHa/cell
 energy error, after = 0.34416, law 0.34317 mHa/cell
 energy error, self-consistent = -0.00007 mHa/cell
PERIODIC CELL c = 36 bohr
 m uncorrected = 0.010366, law 0.010368 e/bohr
 vacuum field = 0.003618, 4 pi m/c = 0.003618 Ha/(e bohr)
 vacuum field = 0.1861 V/angstrom
 energy error, none  = -1.7341, law -1.7344 mHa/cell
 energy error, after = 0.14111, law 0.14085 mHa/cell
 energy error, self-consistent = -0.00007 mHa/cell
PERIODIC CELL c = 48 bohr
 m uncorrected = 0.010159, law 0.010160 e/bohr
 vacuum field = 0.002660, 4 pi m/c = 0.002660 Ha/(e bohr)
 vacuum field = 0.1368 V/angstrom
 energy error, none  = -1.2747, law -1.2748 mHa/cell
 energy error, after = 0.07632, law 0.07622 mHa/cell
 energy error, self-consistent = -0.00007 mHa/cell
FORCE ON RIGHT ION SHEET, c = 24 bohr, per cell
periodic part  = -462.6333 mHa/bohr
correction     = -7.5279 mHa/bohr
sum            = -470.1612 mHa/bohr
from energies  = -470.1612 mHa/bohr
```
